# Near-Field Heat Conductance Between SiC Half-Spaces and Its Surface-Phonon Part: verification in Python

```python
# Result under test: the radiative heat conductance h between two equal polar
# half-spaces across a vacuum gap d is
#   h = sum_pol int dw/(2 pi) Theta'(w) int k dk/(2 pi) T(w,k),
# and at d = 20 nm it is carried mainly by p-polarized surface phonons.
# Surface part: evanescent p channel between w_TO and w_LO.
# Estimate: h_SP = gamma Theta'(w_S) [-Li2(-(B/(gamma w_S))^2)]/(16 pi d^2).
# Symbols: w frequency as a wavenumber (cm^-1), k wavevector along the surface,
# kz0 and kz1 normal wavevectors in vacuum and solid (1/m), eps dielectric
# function, r reflection amplitude, gamma damping, w_S single-surface mode,
# B strength of the pole of r, Theta' = d(mean oscillator energy)/dT.
# Dielectric inputs are rough, rounded values for SiC.
from functools import lru_cache

import numpy as np
from scipy import constants as const
from scipy.special import spence

EPS_INF, W_TO, W_LO, GAMMA = 6.7, 790.0, 970.0, 5.0
TEMP, GAP = 300.0, 20e-9
RAD = 2 * np.pi * const.c * 100.0       # rad/s per cm^-1


def dielectric(w, gamma=GAMMA):
    big_w = w**2 + 1j * gamma * w
    return EPS_INF * (W_LO**2 - big_w) / (W_TO**2 - big_w)


def dilog(z):
    return spence(1 - z)


def mean_energy(w, temp):
    energy = const.hbar * RAD * w
    return energy / np.expm1(energy / (const.k * temp))


def theta_prime(w):
    half = const.hbar * RAD * w / (2 * const.k * TEMP)
    return const.k * (half / np.sinh(half))**2


@lru_cache(maxsize=None)
def gauss_rule(order):
    return np.polynomial.legendre.leggauss(order)


def panel_nodes(edges, order):
    x, weight = gauss_rule(order)
    edges = np.asarray(edges, dtype=float)
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    nodes = middle[:, None] + half[:, None] * x
    return nodes.ravel(), (half[:, None] * weight).ravel()


def transmission(k0, kz0, gap, eps, evanescent):
    """Transmission (s, p) from the reflection-amplitude formula."""
    kz1 = np.sqrt((eps - 1) * k0**2 + kz0**2)
    r_s = (kz0 - kz1) / (kz0 + kz1)
    r_p = (eps * kz0 - kz1) / (eps * kz0 + kz1)
    phase = np.exp(2j * kz0 * gap)
    result = []
    for r in (r_s, r_p):
        if evanescent:
            top = 4 * r.imag**2 * np.abs(phase)
        else:
            top = (1 - np.abs(r)**2)**2
        result.append(top / np.abs(1 - r**2 * phase)**2)
    return result


def source_transmission(k0, k, gap, eps, pol):
    """Same quantity from currents in one body absorbed in the other."""
    kz0 = np.sqrt(complex(k0**2 - k**2))
    kz1 = np.sqrt(eps * k0**2 - k**2)
    admittance = kz1 / k0 / (eps if pol == "p" else 1)
    a0 = kz0 / k0
    fwd, back = np.exp(1j * kz0 * gap), np.exp(-1j * kz0 * gap)
    # unknowns: reflected wave, two gap waves, transmitted wave
    matrix = np.array([[-1, 1, 1, 0],
                       [admittance, a0, -a0, 0],
                       [0, fwd, back, -1],
                       [0, a0 * fwd, -a0 * back, -admittance]])
    t = np.linalg.solve(matrix, np.array([1, admittance, 0, 0]))[3]
    norm = 1.0
    if pol == "p":
        norm = (abs(kz1)**2 + k**2) / (abs(eps) * k0**2)
    depth = 1 / (2 * kz1.imag)
    green_sq = abs(t)**2 / (4 * abs(kz1)**2) * norm**2
    return 4 * (k0**2 * eps.imag)**2 * green_sq * depth**2


FREQ_EDGES = np.concatenate([[0, 50, 150, 300, 450, 600, 700],
                             np.arange(740, 1021, 5),
                             [1060, 1150, 1300, 1600, 2000, 2600, 3400, 5000]])
W, W_WEIGHT = panel_nodes(FREQ_EDGES, 10)
BAND = (W > W_TO) & (W < W_LO)


def spectra(gap, eps_function=dielectric, order=20):
    """Columns: propagating s, p; evanescent s, p (W/m^2/K per cm^-1)."""
    rows = []
    for w in W:
        k0 = RAD * w / const.c
        eps = eps_function(w)
        kz, wt = panel_nodes(np.linspace(0, k0, 5), order)
        prop = transmission(k0, kz + 0j, gap, eps, False)
        row = [np.sum(wt * kz * t) for t in prop]
        start = 0.1 * k0 * np.sqrt(abs(eps - 1))
        edges = np.concatenate([[0], np.geomspace(start, 30 / gap, 41)])
        kappa, wt = panel_nodes(edges, order)
        evan = transmission(k0, 1j * kappa, gap, eps, True)
        row += [np.sum(wt * kappa * t) for t in evan]
        rows.append(row)
    factor = theta_prime(W) * RAD / (2 * np.pi)**2
    return np.array(rows) * factor[:, None]


def surface_part(spectrum):
    return np.sum((W_WEIGHT * spectrum[:, 3])[BAND])


# Derived constants of the electrostatic reflection amplitude
r_inf = (EPS_INF - 1) / (EPS_INF + 1)
w_s = np.sqrt((EPS_INF * W_LO**2 + W_TO**2) / (EPS_INF + 1))
w_a_sq = (EPS_INF * W_LO**2 - W_TO**2) / (EPS_INF - 1)
pole_b = r_inf * (w_a_sq - w_s**2)


def gap_modes_squared(q):
    low = w_s**2 - q * pole_b / (1 - r_inf * q)
    high = w_s**2 + q * pole_b / (1 + r_inf * q)
    return low, high


# Test: transmission formula against the sum over sources and absorbers
source_error = 0.0
for w in (500.0, 850.0, 945.0, 1200.0):
    k0 = RAD * w / const.c
    eps = dielectric(w)
    for ratio in (0.3, 0.9, 1.5, 20.0, 80.0):
        kz0 = np.sqrt(complex(k0**2 - (ratio * k0)**2))
        formula = transmission(k0, kz0, GAP, eps, ratio > 1)
        for pol, value in zip("sp", formula):
            direct = source_transmission(k0, ratio * k0, GAP, eps, pol)
            source_error = max(source_error, abs(value / direct - 1))
assert source_error < 1e-6

# Test: thermal derivative and blackbody normalization
step = 0.01
for w in (200.0, 950.0, 2000.0):
    slope = (mean_energy(w, TEMP + step) - mean_energy(w, TEMP - step))
    assert abs(slope / (2 * step) / theta_prime(w) - 1) < 1e-6
blackbody = 4 * const.sigma * TEMP**3
all_open = 2 * (RAD * W / const.c)**2 / 2 * theta_prime(W)
all_open = np.sum(W_WEIGHT * all_open) * RAD / (2 * np.pi)**2
assert abs(all_open / blackbody - 1) < 1e-4

# Test: gap modes solve r = +exp(kd), r = -exp(kd); end points of the band
for kd in (0.2, 1.0, 3.0):
    for sign, mode_sq in zip((1, -1), gap_modes_squared(np.exp(-kd))):
        eps = dielectric(np.sqrt(mode_sq), 0.0)
        reflection = (eps - 1) / (eps + 1)
        assert abs(reflection * sign * np.exp(-kd) - 1) < 1e-8
edge_low, edge_high = np.sqrt(gap_modes_squared(1.0))
assert abs(edge_low - W_TO) < 1e-6 and abs(edge_high - W_LO) < 1e-6

# Test: wavevector integral gives the dilogarithm. The panels in u = 2kd are
# narrower than the sharpest peak, whose half-width is the phase of r^2.
u, u_weight = panel_nodes(np.linspace(0, 60, 6001), 10)
dilog_error = 0.0
for w in (850.0, 930.0, 947.0, 965.0, 1100.0):
    eps = dielectric(w)
    r = (eps - 1) / (eps + 1)
    integrand = 4 * r.imag**2 * np.exp(-u) / abs(1 - r**2 * np.exp(-u))**2
    direct = np.sum(u_weight * u * integrand)
    closed = 2 * r.imag / r.real * dilog(r**2).imag
    dilog_error = max(dilog_error, abs(direct / closed - 1))
assert dilog_error < 1e-6

# Test: frequency integral at fixed k gives the two-oscillator formula
fine_edges = np.concatenate([np.linspace(0, 700, 31), np.arange(701, 1101),
                             np.linspace(1110, 8000, 80)])
wf, wf_weight = panel_nodes(fine_edges, 10)
eps = dielectric(wf)
r = (eps - 1) / (eps + 1)
area_ratio = {}
for kd in (0.3, 1.0, 2.5, 4.0):
    q = np.exp(-kd)
    trans = 4 * r.imag**2 * q**2 / abs(1 - r**2 * q**2)**2
    direct = np.sum(wf_weight * trans)
    low, high = gap_modes_squared(q)
    split, mean = (high - low) / 2, (high + low) / 2
    closed = np.pi * GAMMA * split**2 / (split**2 + GAMMA**2 * mean)
    assert abs(direct / closed - 1) < 1e-6
    area_ratio[kd] = direct / (np.pi * GAMMA)

# Full retarded calculation at the chosen gap
main = spectra(GAP)
prop_s, prop_p, evan_s, evan_p = W_WEIGHT @ main
total = prop_s + prop_p + evan_s + evan_p
surface = surface_part(main)
finer = spectra(GAP, order=32)
grid_change = abs(np.sum(W_WEIGHT @ finer) / total - 1)
assert grid_change < 1e-3
assert surface / total > 0.9

# Electrostatic integral and closed mode estimate of the surface part
eps = dielectric(W)
r = (eps - 1) / (eps + 1)
static = 2 * r.imag / r.real * dilog(r**2).imag / (8 * np.pi * GAP**2)
static = static * theta_prime(W) * RAD / (2 * np.pi)
static_surface = np.sum((W_WEIGHT * static)[BAND])
assert abs(static_surface / surface - 1) < 0.03
strength = pole_b / (GAMMA * w_s)
li_factor = -dilog(-strength**2)
estimate = GAMMA * RAD * theta_prime(w_s) * li_factor / (16 * np.pi * GAP**2)
assert abs(estimate / surface - 1) < 0.05

# Control: positive real part of eps, same absorption, no surface resonance
control = surface_part(spectra(
    GAP, lambda w: abs(dielectric(w).real) + 1j * dielectric(w).imag))
assert control < 0.1 * surface

# Spectrum of the evanescent p channel
dense = np.linspace(850, 1010, 32001)
curve = np.interp(dense, W, main[:, 3])
peak = dense[np.argmax(curve)]
above = dense[curve > curve.max() / 2]
width = above[-1] - above[0]
assert abs(peak - w_s) < GAMMA

# Gap dependence
others = {d: spectra(d * 1e-9) for d in (10, 40)}
assert abs(surface_part(others[10]) / surface / 4 - 1) < 0.03

print(f"temperature: {TEMP:.0f} K")
print(f"gap: {GAP*1e9:.0f} nm")
print(f"eps_inf: {EPS_INF:.1f}")
print(f"w_TO: {W_TO:.0f} cm^-1")
print(f"w_LO: {W_LO:.0f} cm^-1")
print(f"damping gamma: {GAMMA:.0f} cm^-1")
print(f"damping gamma: {GAMMA*RAD:.4e} rad/s")
print(f"r_inf: {r_inf:.4f}")
print(f"single-surface mode w_S: {w_s:.2f} cm^-1")
print(f"pole strength B: {pole_b:.1f} cm^-2")
print(f"B/(gamma w_S): {strength:.3f}")
print(f"-Li2(-(B/(gamma w_S))^2): {li_factor:.3f}")
print(f"Theta'(w_S): {theta_prime(w_s):.4e} J/K")
print(f"Theta'(w_S)/k_B: {theta_prime(w_s)/const.k:.4f}")
print(f"vacuum wavevector times gap at w_S: {RAD*w_s/const.c*GAP:.5f}")
print(f"cutoff k_c d = ln(B/(gamma w_S)): {np.log(strength):.3f}")
print(f"cutoff length 1/k_c: {GAP*1e9/np.log(strength):.2f} nm")
for kd, value in area_ratio.items():
    print(f"frequency area/(pi gamma) at kd={kd}: {value:.4f}")
print(f"propagating s: {prop_s:.3f} W/m^2/K")
print(f"propagating p: {prop_p:.3f} W/m^2/K")
print(f"evanescent s: {evan_s:.2f} W/m^2/K")
print(f"evanescent p, all frequencies: {evan_p:.1f} W/m^2/K")
print(f"evanescent p, outside band: {evan_p-surface:.2f} W/m^2/K")
print(f"surface-phonon part: {surface:.1f} W/m^2/K")
print(f"total conductance: {total:.1f} W/m^2/K")
print(f"surface-phonon share: {100*surface/total:.2f} %")
print(f"blackbody conductance: {blackbody:.3f} W/m^2/K")
print(f"total/blackbody: {total/blackbody:.1f}")
print(f"electrostatic surface part: {static_surface:.1f} W/m^2/K")
print(f"closed mode estimate: {estimate:.1f} W/m^2/K")
print(f"estimate/surface part - 1: {100*(estimate/surface-1):.2f} %")
print(f"control without surface resonance: {control:.2f} W/m^2/K")
print(f"control/surface part: {100*control/surface:.2f} %")
print(f"spectral peak: {peak:.1f} cm^-1")
print(f"spectral full width at half maximum: {width:.1f} cm^-1")
for d, spectrum in others.items():
    h_total = np.sum(W_WEIGHT @ spectrum)
    h_surface = surface_part(spectrum)
    print(f"total at {d} nm: {h_total:.1f} W/m^2/K")
    print(f"surface-phonon part at {d} nm: {h_surface:.1f} W/m^2/K")
print(f"largest source-sum deviation: {source_error:.1e}")
print(f"largest dilogarithm deviation: {dilog_error:.1e}")
print(f"relative change on finer k grid: {grid_change:.1e}")
print("every check passed")
```

Printed output:

```
temperature: 300 K
gap: 20 nm
eps_inf: 6.7
w_TO: 790 cm^-1
w_LO: 970 cm^-1
damping gamma: 5 cm^-1
damping gamma: 9.4183e+11 rad/s
r_inf: 0.7403
single-surface mode w_S: 948.56 cm^-1
pole strength B: 71599.3 cm^-2
B/(gamma w_S): 15.096
-Li2(-(B/(gamma w_S))^2): 16.377
Theta'(w_S): 3.0867e-24 J/K
Theta'(w_S)/k_B: 0.2236
vacuum wavevector times gap at w_S: 0.01192
cutoff k_c d = ln(B/(gamma w_S)): 2.714
cutoff length 1/k_c: 7.37 nm
frequency area/(pi gamma) at kd=0.3: 0.9963
frequency area/(pi gamma) at kd=1.0: 0.9732
frequency area/(pi gamma) at kd=2.5: 0.6075
frequency area/(pi gamma) at kd=4.0: 0.0710
propagating s: 2.540 W/m^2/K
propagating p: 2.561 W/m^2/K
evanescent s: 31.38 W/m^2/K
evanescent p, all frequencies: 2410.1 W/m^2/K
evanescent p, outside band: 33.39 W/m^2/K
surface-phonon part: 2376.7 W/m^2/K
total conductance: 2446.6 W/m^2/K
surface-phonon share: 97.14 %
blackbody conductance: 6.124 W/m^2/K
total/blackbody: 399.5
electrostatic surface part: 2376.7 W/m^2/K
closed mode estimate: 2368.0 W/m^2/K
estimate/surface part - 1: -0.37 %
control without surface resonance: 22.36 W/m^2/K
control/surface part: 0.94 %
spectral peak: 948.6 cm^-1
spectral full width at half maximum: 7.8 cm^-1
total at 10 nm: 9620.2 W/m^2/K
surface-phonon part at 10 nm: 9506.8 W/m^2/K
total at 40 nm: 649.6 W/m^2/K
surface-phonon part at 40 nm: 594.2 W/m^2/K
largest source-sum deviation: 2.8e-14
largest dilogarithm deviation: 3.3e-16
relative change on finer k grid: 1.7e-06
every check passed
```
